\section*{Where the Quantized Hall Current Flows: A Comment on Edge-Only Transport}

\section{The argument under review}

The argument concerns a long, clean strip of two-dimensional electrons in a strong magnetic field, with one Landau level filled. It runs as follows. Inside the strip the level is flat, so its states have no velocity. At the walls the level bends upward, so the states there do move. A bias fills the two edges to different electrochemical potentials, and the net current is their difference divided by Planck's constant. Therefore, the argument concludes, the current flows in the edge states and the interior carries none.

The formula for the total is sound under the conditions stated below. The conclusion about location needs a separate examination, because the bias also changes the electric charge at the edges, and with it the potential across the interior. Two questions must be kept apart: what fixes the total current, and what fixes its distribution over the width?

\section{What the end energies determine}

Let $x$ run along the strip and $y$ across it. The field is $B>0$ along $z$, with vector potential $A_x=-By$, and the electron charge is $-e$. Lengths are measured in the magnetic length $\ell=\sqrt{\hbar/eB}$ and energies in $E_c=\hbar\omega_c$. With $\hbar=1$, Planck's constant is $h=2\pi$. These units suit the problem better than Hartree units. The kinetic momentum along $x$ is $p_x+eA_x$, which becomes $k-y$ for a state proportional to $e^{ikx}$. Its transverse part $\phi_k(y)$ obeys
\begin{equation}
\left[\frac{p_y^2}{2}+\frac{(y-k)^2}{2}+W(y)\right]\phi_k=E(k)\phi_k ,\qquad W=V+U .
\label{eq:h}
\end{equation}
Here $V$ is the equilibrium potential energy, including the walls and the mean equilibrium repulsion, and $U$ is the change made by the bias or by side gates. The treatment is a mean-field one, without exchange and correlation. The temperature is zero, the electrons are spin-polarized, the next level is empty, and nothing scatters electrons between the edges.

Only the term $(y-k)^2/2$ in Eq.~\eqref{eq:h} depends explicitly on $k$. The Hellmann--Feynman theorem therefore gives
\begin{equation}
\frac{dE}{dk}=\langle k-y\rangle ,
\label{eq:velocity}
\end{equation}
which is the mean velocity along $x$. In a strip of length $L$ a state contributes $\langle k-y\rangle/L$ to the particle current, and there are $L\,dk/2\pi$ states in $dk$. If all centres from $k_{\rm low}$ to $k_{\rm up}$ are filled,
\begin{equation}
I=\int_{k_{\rm low}}^{k_{\rm up}}\frac{dk}{2\pi}\frac{dE}{dk}
=\frac{E(k_{\rm up})-E(k_{\rm low})}{2\pi}
=\frac{\mu_{\rm up}-\mu_{\rm low}}{h}.
\label{eq:total}
\end{equation}
The last step uses the fact that each edge is filled up to its own electrochemical potential. The charge current is $-eI$, of magnitude $(e^2/h)V_H$ when $eV_H=\mu_{\rm up}-\mu_{\rm low}\equiv\Delta\mu$.

The argument under review reads Eq.~\eqref{eq:total} as a map. It is not one. The integral runs over all filled states, yet its value depends only on the energies at the two end points, because the integrand is a derivative. A potential bump in the interior makes $dE/dk$ positive on one side and negative on the other; the local currents are real, but they cancel in the sum. In a test with an off-centre bump and the filled centres running from $-9.9\,\ell$ to $10.1\,\ell$, so that the shift of the interval and not the bump supplies the net current, the sum of local currents and the difference of end energies both gave $hI=0.044948\,E_c$.

The same distinction explains why counting edge channels works in a multiterminal sample. Let an ideal floating contact at potential $\mu_p$ absorb the one channel arriving at potential $\mu$. Relative to a common reference energy, it receives $\mu/h$ and emits $\mu_p/h$. Zero net current requires $\mu_p=\mu$. Probes on opposite edges thus read $\Delta\mu$, an electrochemical difference. This reading does not reveal how much of $\Delta\mu$ is an electrostatic drop across the interior.

\section{The local current}

To locate the current, one must resolve it in $y$. The local particle current density and the particle density are
\begin{equation}
j(y)=\int\frac{dk}{2\pi}(k-y)\phi_k^2,\qquad
n(y)=\int\frac{dk}{2\pi}\phi_k^2 ,
\end{equation}
with real, normalized $\phi_k$ and the integrals taken over filled states. A force balance relates $j$ to the potential. Write $w=(y-k)^2/2+W$ and define the momentum flux of one orbital,
\begin{equation}
\Pi_k=\tfrac12\left[(\phi_k')^2-\phi_k\phi_k''\right].
\end{equation}
Differentiation gives $\Pi_k'=\frac12[\phi_k'\phi_k''-\phi_k\phi_k''']$. The wave equation reads $\phi_k''=2(w-E)\phi_k$. Differentiating it and multiplying by $\phi_k$,
\begin{equation}
\phi_k\phi_k'''=2w'\phi_k^2+2(w-E)\phi_k\phi_k'
=2w'\phi_k^2+\phi_k''\phi_k' .
\end{equation}
Hence $\Pi_k'=-w'\phi_k^2$. Since $w'=y-k+W'$,
\begin{equation}
(k-y)\phi_k^2=W'\phi_k^2+\Pi_k' ,\qquad
j=nW'+\Pi' ,
\label{eq:balance}
\end{equation}
where $\Pi=\int(dk/2\pi)\,\Pi_k$. The first term is drift in crossed electric and magnetic fields; the second comes from the motion within the orbitals.

Now take the filled interior, where $V$ is flat, and let $U$ be weak and vary slowly over $\ell$. Expanding $w$ about $y=k$ shows that the orbital is displaced to $Y=k-U'$ and that its oscillation frequency is $\omega=\sqrt{1+U''}\simeq1+U''/2$. To first order $k=Y+U'$, so the spacing of the centres gives
\begin{equation}
n=\frac{1}{2\pi}\frac{dk}{dY}=\frac{1+U''}{2\pi}.
\end{equation}
For the momentum flux, $\phi\phi''=\frac12(\phi^2)''-(\phi')^2$ gives $\Pi_k=(\phi_k')^2-\frac14(\phi_k^2)''$. The first part integrates over $y$ to $\langle p_y^2\rangle=\omega/2$; the second, summed over $k$, is $-n''/4$ and contains fourth derivatives of $U$, which are dropped. Thus
\begin{equation}
\Pi=\frac{1+U''}{2\pi}\,\frac{1+U''/2}{2}
=\frac{1}{4\pi}\left(1+\frac32U''\right)
\end{equation}
to first order in $U$. Equation~\eqref{eq:balance} then yields
\begin{equation}
hj=U'+\tfrac34U''' .
\label{eq:local}
\end{equation}
An interior with a potential gradient therefore carries current although its level is completely filled. For $U\propto\sin qy$ the ratio $hj/U'$ at the centre should be $1-\frac34q^2$ at small $q$. The orbitals computed at $q=0.2/\ell$ give a coefficient of $0.741\,\ell^2$, close to $0.75\,\ell^2$; terms of higher order in $q$ remain in the computed value.

\section{Dividing the current}

Choose a boundary $y=b$ in the interior and let $I_{\rm up}(b)$ be the current above it. Suppose first that the potential is flat around $b$, with $U=U_0$ and $V=0$ there. Integrating Eq.~\eqref{eq:balance} from $b$ to infinity, where the orbitals vanish,
\begin{equation}
I_{\rm up}=\int_b^\infty nW'\,dy-\Pi(b),\qquad \Pi(b)=\frac1{4\pi}.
\end{equation}
Above $b$, the force $W'$ acts on orbitals that lie wholly above $b$. For each of them, integration of Eq.~\eqref{eq:balance} over all $y$ gives $\langle W'\rangle=\langle k-y\rangle=dE/dk$. The remaining integral is therefore $(\mu_{\rm up}-U_0-\frac12)/2\pi$, because the flat level lies at $U_0+\frac12$. Consequently,
\begin{equation}
hI_{\rm up}=\mu_{\rm up}-U_0-1 .
\label{eq:flat}
\end{equation}
If $U$ varies slowly at $b$, continue it below $b$ smoothly into a flat region. This does not alter the current well above $b$. Moving the boundary from the flat region to $b$ subtracts the integral of Eq.~\eqref{eq:local}, so $U_0$ is replaced by $U(b)+\frac34U''(b)$.

Equation~\eqref{eq:flat} also holds without bias. The upper half of the strip then carries $hI=\mu_0-1$, and the lower half the opposite. In the example below $\mu_0=0.8473\,E_c$, which predicts $-0.1527\,E_c$; the local currents sum to $-0.1528\,E_c$. The negative sign may surprise, since the edge states move in the positive direction. The sum of their velocities gives $\mu_0-\frac12>0$, but a spatial cut also counts the circulation of the orbitals it crosses, which contributes $-\frac12$. These equilibrium currents are no transport through the strip. The current to be located is the change under bias:
\begin{align}
h\,\delta I_{\rm bulk}&=\left[U+\tfrac34U''\right]_{-b}^{b},\label{eq:bulk}\\
h\,\delta I_{\rm up}&=\mu_{\rm up}-\mu_0-\left[U+\tfrac34U''\right](b),\label{eq:up}\\
h\,\delta I_{\rm low}&=-\left\{\mu_{\rm low}-\mu_0-\left[U+\tfrac34U''\right](-b)\right\}.\label{eq:low}
\end{align}
The sign in the last line follows from reflecting the strip, which reverses the current. The sum is $\Delta\mu$ for any $U$. Apart from gradient terms, the interior carries the electrostatic drop, and each edge region carries the change in its electrochemical potential measured from the potential at the boundary, $\mu-U(\pm b)$. This includes whatever electrostatic drop lies between the boundary and the edge.

\section{How electrostatics fixes the drop}

The bias is taken to leave the number of electrons unchanged; with a gate this is a choice of the mean potential of the two edges. The filled interval then moves from $(-K,K)$ to $(-K+\delta,K+\delta)$. It adds $\delta/2\pi$ electrons per unit length at the upper edge and removes as many at the lower one. Let $g=e^2/(4\pi\varepsilon\,\ell E_c)$ measure the interaction, and let a metal gate lie at distance $d$. The charge is uniform along $x$. With a softening length $t$ in both the direct and the image interaction, two lines a distance $r$ apart interact through
\begin{equation}
g\int_{-\infty}^{\infty}dx\left[\frac1{\sqrt{x^2+a^2}}-\frac1{\sqrt{x^2+c^2}}\right]
=g\ln\frac{c^2}{a^2},
\end{equation}
where $a^2=r^2+t^2$ and $c^2=a^2+4d^2$. Therefore
\begin{equation}
U(y)=g\int dy'\,\delta n(y')\ln\frac{(y-y')^2+t^2+4d^2}{(y-y')^2+t^2}.
\label{eq:hartree}
\end{equation}
Without a gate the numerator is replaced by a constant, which has no effect because $\delta n$ integrates to zero. Equations~\eqref{eq:h} and \eqref{eq:hartree} are solved together, with $\delta$ adjusted to give the prescribed $\Delta\mu$.

The ungated case has a useful estimate. Treat the added charges as thin lines at $\pm K$ and neglect the displacement of the other orbitals:
\begin{equation}
U(y)\simeq\frac{g\delta}{\pi}\ln\frac{K+y}{K-y}.
\label{eq:line}
\end{equation}
The potential is steepest near the edges, but its gradient at the centre, $2g\delta/(\pi K)$, is not zero.

\section{Worked example}

The strip has round model parameters: $K=10\,\ell$, walls that approach a slope of $0.5\,E_c/\ell$, $g=1$, $t=0.5\,\ell$ and $\Delta\mu=0.1\,E_c$. ``Bulk'' means $|y|<5\,\ell$. In the first row of the table the potential of the added charge is switched off. The last row has a side-gate field $U=Fy$ with $F=0.005\,E_c/\ell$, imposed as the total change in potential, and $\Delta\mu=0$. The drop is $U(b)-U(-b)$. It and the three currents, multiplied by $h$, are in $E_c$; $\delta$ is in $\ell$.

\begin{center}
\begin{tabular}{lrrrrr}
case & $\delta$ & drop & bulk & upper & lower\\
\hline
$U=0$ & 0.222 & 0.0000 & 0.0000 & 0.0525 & 0.0475\\
$d=1\,\ell$ & 0.100 & 0.0067 & 0.0079 & 0.0466 & 0.0455\\
$d=5\,\ell$ & 0.056 & 0.0251 & 0.0261 & 0.0372 & 0.0367\\
no gate & 0.045 & 0.0320 & 0.0327 & 0.0339 & 0.0335\\
side gates & $-0.217$ & 0.0500 & 0.0501 & $-0.0237$ & $-0.0264$
\end{tabular}
\end{center}

The first four rows have the same total, $0.1\,E_c$, yet the bulk share rises from zero to 7.9\%, 26.1\% and 32.7\%. The first row is the situation the argument assumes. For $E_c=10$~meV the bias is 1~meV, and in all four cases the charge current has magnitude $e\Delta\mu/h=38.74$~nA.

\subsection*{Filling energy and electrostatic energy}

At the unperturbed edge the velocity is $v=0.2247$ in units of $\ell\omega_c$. Shifting the interval by $\delta$ costs about $2v\delta$ in filling energy, counting both edges. Without a gate this is
\begin{equation}
2(0.2247)(0.0451)\,E_c=0.0203\,E_c .
\end{equation}
The electrostatic shift of the two end energies supplies the other $0.0797\,E_c$. Thus about 80\% of the bias is electrostatic, while 33\% of the current flows in the region called bulk. The two percentages answer different questions: much of the potential drop lies between $|y|=5\,\ell$ and the outermost filled orbitals, so part of the current in the edge regions is itself drift in the induced field. An edge share has a definite value once a boundary has been named. Without a gate the bulk share is 18\%, 33\%, 51\% and 64\% for boundaries at 3, 5, 7 and $8\,\ell$. It depends less on the softening: 32\% for $t=0.25\,\ell$ and 34\% for $t=\ell$.

In the first row the whole bias is filling energy, and $\delta\simeq0.1/(2\times0.2247)=0.2225$, against the computed $0.2224$. The upper edge carries slightly more than the lower because the wall is convex: raising the filling limit costs more energy than lowering it by the same amount releases.

\subsection*{Checking the drop without a gate}

Equation~\eqref{eq:line} with $\delta=0.0451$ gives a prefactor $g\delta/\pi=0.01436$ and
\begin{equation}
U(5)-U(-5)\simeq2(0.01436)\ln3=0.0316
\end{equation}
in units of $E_c$, about 1\% below the computed drop of $0.0320$. This closeness is partly a cancellation of larger neglected effects. By Eq.~\eqref{eq:velocity} the added orbitals sit near $K-v$ rather than $K$, which replaces $\ln3$ by $\ln(14.78/4.78)=1.13$, about 3\% more. The interior orbitals are displaced by $-U'$, so the added charge above the centre is $[\delta-U'(0)]/2\pi$; with $U'(0)\simeq0.003$ this is about 7\% less than $\delta/2\pi$. The drop falls by less than that, because the displacement also brings charge closer to $y=\pm5\,\ell$; the two percentages therefore cannot simply be added. The second derivative of Eq.~\eqref{eq:line} at $y=5$ is $0.01436(1/25-1/225)=0.00051$. The gradient term in Eq.~\eqref{eq:bulk} is then $2\times\frac34\times0.00051=0.0008$, of the same size as the computed excess of $0.0007$ of the bulk current over the drop. Evaluated with the self-consistent $U$ instead of the line estimate, the term is $0.0006$, so it supplies most of the excess but not all of it.

With a gate the line estimate is worse. Thin lines at $\pm K$ and their images, without softening, give drops of $0.0221$ for $d=5\,\ell$ and $0.0041$ for $d=1\,\ell$, below the computed $0.0251$ and $0.0067$. The cause of this shortfall is not analysed here. The trend with $d$ does not rest on this estimate; it comes from the self-consistent solution.

\subsection*{A bulk current at zero bias}

In the last row the field drives $0.050\,E_c$ through the bulk, although $\Delta\mu=0$ and the total current vanishes. The edges return what the bulk carries. The required shift can be traced. To first order the field changes an end energy by $F\langle y\rangle$, and Eq.~\eqref{eq:velocity} gives $\langle y\rangle=k-dE/dk$. The outermost orbitals thus sit about $v$ inside their nominal centres, and the difference between the two ends is
\begin{equation}
F(2K-2v)=0.005(20-0.449)\,E_c=0.0978\,E_c .
\end{equation}
Equal electrochemical potentials require $2v\delta=-0.0978$, or $\delta=-0.218$, close to the computed value. This case excludes the edge-only reading even as a rule about signs: bulk and edge currents can oppose one another.

\section{Wide strips and limits of validity}

One might hope that the bulk share disappears in a wide strip. Without a gate, write the electrostatic end difference as $(2g\delta/\pi)\ln(2K/a)$, where $a$ is an effective edge width. The filling energy is $2v\delta$, and the drop across the middle half of the strip is $(2g\delta/\pi)\ln3$. The ratio of this drop to the total bias is
\begin{equation}
\frac{\delta I_{\rm bulk}}{I}\simeq
\frac{\ln3}{\ln(2K/a)+\pi v/g}.
\label{eq:wide}
\end{equation}
In the example, $0.0797=2(0.01436)\ln(20/a)$ gives $a\simeq1.2\,\ell$. Equation~\eqref{eq:wide} then yields $1.10/(2.78+0.71)=0.32$. Since $a$ was fitted to the same solution, this only restates the line estimate of the drop divided by the bias; it is not an independent test. If $a$ and $v$ stay fixed as the strip widens, the share of the middle half falls only logarithmically; the self-consistent response to first order in the bias gives 0.33, 0.27, 0.23 and 0.20 for $K=10$, 20, 40 and $80\,\ell$. This fall depends on letting the boundary move with the width. For a boundary a fixed distance $c$ inside each edge, $\ln3$ is replaced by $\ln[(2K-c)/c]$ and the bulk share grows with the width: 0.33, 0.48, 0.57 and 0.63 for $c=5\,\ell$. A gate changes both trends. For $d=5\,\ell$ the share of the middle half drops to 0.01 at $K=80\,\ell$, while the share inside the fixed boundary levels off near 0.33. In the opposite limit, $g\to0$, the term $\pi v/g$ dominates and the current change retreats to the edges.

The conditions matter. Spin polarization is assumed here, not derived. In gallium arsenide at $E_c=10$~meV the bare spin splitting is only about 0.15~meV, whereas $\mu_0$ lies about 3.5~meV above the flat level. The model can apply there only if exchange, which it leaves out, keeps the level of opposite spin empty; its numbers illustrate the mechanism and are not predictions for a device. If electrons scatter between the edges, the two ends of the filled interval no longer have independent, conserved potentials, and Eq.~\eqref{eq:total} loses its basis. If the interior is partly filled, or the next level becomes occupied, the density used in Eq.~\eqref{eq:local} is wrong. If $U$ changes appreciably within one magnetic length, the gradient expansion fails, although Eq.~\eqref{eq:total} survives as long as the filling assumptions do. The edge is assumed steep, with a sharp limit of filling; at the gallium arsenide values above, the wall slope corresponds to about $5\times10^5$~V/m. At a smooth, gate-defined edge, partly filled compressible strips form, and the filling energy $2v\delta$ and Eq.~\eqref{eq:wide} do not describe them. Near contacts the strip is not uniform along $x$, and the division found here does not apply.

The argument should therefore keep its formula for the total and withdraw its conclusion about location. To say where the current flows in such a strip, it must specify the gates, the width, the edge profile and the strength of the interaction, and solve for the change in potential that the bias and the gates produce.

\section*{Numbers as computed}
\begin{verbatim}
Units: l = magnetic length, Ec = hbar*omega_c
filled centres: -10 to 10 l
wall slope: 0.5 Ec/l; coupling g: 1.0
softening t: 0.5 l; bulk: |y| < 5.0 l
equilibrium mu: 0.8473 Ec
equilibrium edge velocity: 0.2247 l*omega_c
equilibrium h*I, upper half: -0.1528 Ec
gradient coefficient at q = 0.2/l: 0.7409 l^2
bump test, h*I from local currents: 0.044948 Ec
bump test, end-energy difference: 0.044948 Ec
side-gate field: 0.005 Ec/l
CASE no induced potential: shift of filled interval 0.2224 l
  h*I total 0.10000 Ec, bulk 0.00000 Ec
  h*I upper 0.05248 Ec, lower 0.04752 Ec
  U(b)-U(-b) 0.00000 Ec
  electrostatic part of end difference 0.00000 Ec
  h*j at y=0: -0.000000 Ec/l
CASE gate at 1: shift of filled interval 0.0996 l
  h*I total 0.10000 Ec, bulk 0.00793 Ec
  h*I upper 0.04661 Ec, lower 0.04546 Ec
  U(b)-U(-b) 0.00673 Ec
  electrostatic part of end difference 0.05521 Ec
  h*j at y=0: 0.000416 Ec/l
CASE gate at 5: shift of filled interval 0.0558 l
  h*I total 0.10000 Ec, bulk 0.02612 Ec
  h*I upper 0.03718 Ec, lower 0.03670 Ec
  U(b)-U(-b) 0.02509 Ec
  electrostatic part of end difference 0.07491 Ec
  h*j at y=0: 0.002175 Ec/l
CASE no gate: shift of filled interval 0.0451 l
  h*I total 0.10000 Ec, bulk 0.03268 Ec
  h*I upper 0.03385 Ec, lower 0.03348 Ec
  U(b)-U(-b) 0.03196 Ec
  electrostatic part of end difference 0.07972 Ec
  h*j at y=0: 0.002980 Ec/l
CASE side-gate field: shift of filled interval -0.2174 l
  h*I total -0.00000 Ec, bulk 0.05005 Ec
  h*I upper -0.02365 Ec, lower -0.02640 Ec
  U(b)-U(-b) 0.05000 Ec
  electrostatic part of end difference 0.09775 Ec
  h*j at y=0: 0.005000 Ec/l
bulk share, no induced potential: 0.0 %
bulk share, gate at 1: 7.9 %
bulk share, gate at 5: 26.1 %
bulk share, no gate: 32.7 %
chosen Ec: 10 meV
bias mu_up - mu_low: 1.00 meV
total charge current, magnitude: 38.74 nA
\end{verbatim}
